\section*{Frequency limits of a silica network with central Si-O forces, part 1}

(Sections cited here and not found follow in the second part.)

\section{From bond forces to frequency bands}

Silica is built from SiO$_4$ tetrahedra that share corners. Each silicon atom has four oxygen neighbours, and each oxygen atom bridges two different silicon atoms. The problem is to find how far the vibrational spectrum of such a network can be determined from the masses, the Si--O--Si angle and one force constant, without knowing how the tetrahedra are arranged in space.

The model is as follows. A connected network, repeated periodically, has $N$ silicon atoms of mass $M$ and $2N$ oxygen atoms of mass $m$ in its period. It therefore has $4N$ Si--O bonds and $9N$ Cartesian coordinates. The tetrahedra are regular, and all bridging angles have the same value $\theta$, with $90^\circ<\theta<180^\circ$. The energy depends on the Si--O bond lengths alone. Each bond is a spring of force constant $\alpha$ that is at its natural length $d$ in equilibrium. The motion is classical and harmonic, which suffices for the frequencies. The algebra is in atomic units.

\subsection*{(a) The equation of motion of the bond stretches}

\textit{Write the harmonic energy in terms of the bond stretches, and find the closed set of equations that these stretches obey.}

\paragraph{Solution.} Let $\mathbf r_b$ be the unit vector along bond $b$, pointing from silicon to oxygen. If the atoms at its ends are displaced by $\mathbf u_{\rm Si}$ and $\mathbf u_{\rm O}$, the new bond length is
\begin{equation}
|d\,\mathbf r_b+\mathbf u_{\rm O}-\mathbf u_{\rm Si}|
= d+s_b+\text{(second order)},\qquad
s_b=\mathbf r_b\cdot(\mathbf u_{\rm O}-\mathbf u_{\rm Si}).
\end{equation}
The second-order part of the length would enter the harmonic energy multiplied by the tension of the bond. That tension is zero here, because every spring is at its natural length. Hence
\begin{equation}
V=\frac{\alpha}{2}\sum_b s_b^2 .
\end{equation}
The force on an atom is minus the gradient of $V$. Since $\partial s_b/\partial\mathbf u_{\rm O}=\mathbf r_b$ and $\partial s_b/\partial\mathbf u_{\rm Si}=-\mathbf r_b$,
\begin{equation}
m\,\ddot{\mathbf u}_{\rm O}=-\alpha\sum_{b\,\text{at O}}\mathbf r_b s_b,
\qquad
M\,\ddot{\mathbf u}_{\rm Si}=+\alpha\sum_{b\,\text{at Si}}\mathbf r_b s_b .
\label{eq:newton}
\end{equation}
The first sum has two terms and the second has four. Taking two time derivatives of $s_b$ and inserting these accelerations gives
\begin{equation}
\ddot s_b=-\alpha\Big[\frac1m\sum_{b'\,\text{at the O of }b}\mathbf r_b\cdot\mathbf r_{b'}\,s_{b'}
+\frac1M\sum_{b'\,\text{at the Si of }b}\mathbf r_b\cdot\mathbf r_{b'}\,s_{b'}\Big].
\label{eq:sddot}
\end{equation}
Both terms carry the same sign, because the opposite sign of the silicon force is cancelled by the minus sign of $\mathbf u_{\rm Si}$ in $s_b$.

The scalar products are fixed by the geometry. For $b'=b$ the product is 1. At an oxygen atom, the vectors towards the two silicon atoms are $-\mathbf r_b$ and $-\mathbf r_{b'}$. The two minus signs cancel in the product, so $\mathbf r_b\cdot\mathbf r_{b'}=\cos\theta$. At a silicon atom the four unit vectors of a regular tetrahedron add to zero. If $g$ is the product of any two different ones, the square of their sum is $4+12g=0$, so $g=-1/3$.

Equation \eqref{eq:sddot} is therefore $\ddot{\mathbf s}=-\alpha G\mathbf s$, where $\mathbf s$ collects the $4N$ stretches. The symmetric matrix $G$ has the elements
\begin{equation}
G_{bb'}=
\begin{cases}
1/m+1/M & b'=b,\\
\cos\theta/m & b'\neq b\text{ at the same O},\\
-1/(3M) & b'\neq b\text{ at the same Si},\\
0 & \text{otherwise.}
\end{cases}
\label{eq:G}
\end{equation}
Positions and the twist of one tetrahedron against the next have dropped out. Apart from the angle $\theta$, what is left of the structure is the list of which bonds meet at which atom. This list still contains the rings of the network, and part (e) shows where they matter.

\subsection*{(b) Two operators, and the modes without a restoring force}

\textit{Express $G$ through one operation at each oxygen atom and one at each silicon atom. Then find how many of the $9N$ modes have zero frequency.}

\paragraph{Solution.} Let $S$ exchange the stretches of the two bonds at each oxygen atom. Let $\Pi$ replace each stretch by the average over the four bonds at its silicon atom:
\begin{equation}
(S\mathbf s)_b=s_{\bar b},\qquad
(\Pi\mathbf s)_b=\frac14\sum_{b'\,\text{at the Si of }b}s_{b'} ,
\end{equation}
where $\bar b$ is the partner of $b$ at the oxygen atom. Both operators are symmetric matrices. Exchanging twice restores the original, so $S^2=1$, and an average that is averaged again does not change, so $\Pi^2=\Pi$.

The oxygen part of $G\mathbf s$ is $(s_b+\cos\theta\,s_{\bar b})/m$. The silicon part is
\begin{align}
\frac1M\Big[s_b-\frac13\sum_{b'\neq b}s_{b'}\Big]
&=\frac1M\Big[s_b-\frac13\big(4(\Pi\mathbf s)_b-s_b\big)\Big]\nonumber\\
&=\frac{4}{3M}\big[s_b-(\Pi\mathbf s)_b\big].
\end{align}
With the abbreviations
\begin{equation}
a=\frac1m,\qquad b_0=\frac{4}{3M},\qquad c=\cos\theta<0,
\end{equation}
the matrix becomes
\begin{equation}
G=a(1+cS)+b_0(1-\Pi).
\label{eq:GSP}
\end{equation}
The last term vanishes when the four stretches at a silicon atom are equal. The four pulls on that atom then cancel, and it stays at rest.

To count modes, let $B$ be the $4N\times9N$ matrix that gives $\mathbf s=B\mathbf u$, and let $\mathcal M$ be the diagonal matrix of the masses. Set $W=B\mathcal M^{-1/2}$. In mass-weighted coordinates $\mathcal M^{1/2}\mathbf u$ the squared frequencies are the eigenvalues of $\alpha W^{T}W$, whereas $G=WW^{T}$. If $W^TW\mathbf e=\lambda\mathbf e$ with $\lambda\neq0$, then $W\mathbf e\neq0$ and $WW^T(W\mathbf e)=\lambda W\mathbf e$. The same argument runs backwards with $W^T$. The two matrices therefore share their non-zero eigenvalues, including multiplicities.

The exchange $S$ preserves the length of a vector, so $\mathbf s\cdot S\mathbf s\le|\mathbf s|^2$. Because $c$ is negative and $1-\Pi$ is a projector,
\begin{equation}
\mathbf s\cdot G\mathbf s
=a\big(|\mathbf s|^2+c\,\mathbf s\cdot S\mathbf s\big)+b_0|(1-\Pi)\mathbf s|^2
\ \ge\ a(1+c)|\mathbf s|^2>0 .
\label{eq:lower}
\end{equation}
All $4N$ eigenvalues of $G$ are thus positive. There are $4N$ modes with non-zero frequency, and the remaining $9N-4N=5N$ modes have frequency zero. These are motions that leave every bond length unchanged to first order. They include the three uniform translations. Many of the others change bond angles, and forces that resist such a change, which this model lacks, would give them a finite frequency.

\subsection*{(c) Reduction to a two-by-two problem}

\textit{Show that the eigenvalues of $G$ follow from those of a simpler matrix on the silicon atoms, and find the relation between them.}

\paragraph{Solution.} The range of $\Pi$ consists of patterns in which the four bonds at a silicon atom have equal stretch. Such a pattern is fixed by one number $f_i$ for each silicon atom $i$. Define the map $E$ by
\begin{equation}
(E\mathbf f)_b=\tfrac12 f_i\quad\text{for each bond } b \text{ at } i,
\qquad
(E^T\mathbf s)_i=\tfrac12\sum_{b\,\text{at }i}s_b .
\end{equation}
The factor $\tfrac12$ preserves lengths, because four bonds each contribute $f_i^2/4$. Hence $E^TE=1$, and $EE^T=\Pi$.

Now apply $S$ to $E\mathbf f$. A bond at $i$ receives the value $f_j/2$ that belongs to the silicon atom $j$ on the other side of the oxygen atom. Therefore
\begin{equation}
(E^TSE\,\mathbf f)_i=\frac14\sum_{j\,\text{linked to }i}f_j=\frac14(A\mathbf f)_i ,
\label{eq:adj}
\end{equation}
where $A$ is the adjacency matrix of the silicon atoms: $A_{ij}$ counts the oxygen bridges between $i$ and $j$. Let $\mathbf f$ be a normalized eigenvector of $A/4$ with eigenvalue $x$. Then $x=E\mathbf f\cdot SE\mathbf f$ is the scalar product of two unit vectors, so $-1\le x\le1$. The number $x$ tells how the symmetric stretching of one tetrahedron is related to that of its neighbours. At $x=1$ neighbours stretch in phase, and at $x=-1$ they stretch in antiphase.

Take $|x|<1$ first and put $\mathbf e_1=E\mathbf f$. Since $\Pi=EE^T$, equation \eqref{eq:adj} gives $\Pi S\mathbf e_1=x\,\mathbf e_1$. The part of $S\mathbf e_1$ outside the range of $\Pi$ defines a second vector,
\begin{equation}
\mathbf e_2=\frac{S\mathbf e_1-x\,\mathbf e_1}{q},\qquad q=\sqrt{1-x^2}.
\end{equation}
It satisfies $\Pi\mathbf e_2=0$, so it is orthogonal to $\mathbf e_1$. It has unit length because $|S\mathbf e_1-x\mathbf e_1|^2=1-2x^2+x^2=q^2$. The definition gives $S\mathbf e_1=x\mathbf e_1+q\mathbf e_2$, and from $S^2=1$
\begin{align}
S\mathbf e_2&=\frac{\mathbf e_1-x\,S\mathbf e_1}{q}
=\frac{(1-x^2)\mathbf e_1-xq\,\mathbf e_2}{q}
=q\,\mathbf e_1-x\,\mathbf e_2 .
\end{align}
Both $S$ and $\Pi$ thus map the plane of $\mathbf e_1$ and $\mathbf e_2$ into itself, and so does $G$. In this plane equation \eqref{eq:GSP} reads
\begin{equation}
G\to
\begin{pmatrix}
a+acx & acq\\
acq & a-acx+b_0
\end{pmatrix}.
\end{equation}
Half the trace is $a+b_0/2$, and half the difference of the diagonal elements is $acx-b_0/2$. The eigenvalues are half the trace plus or minus the root
\begin{align}
R(x)&=\sqrt{\Big(acx-\frac{b_0}{2}\Big)^2+a^2c^2(1-x^2)}\nonumber\\
&=\sqrt{\frac{b_0^2}{4}+a^2c^2-ab_0c\,x},
\end{align}
in which the terms $a^2c^2x^2$ have cancelled. The squared frequencies are
\begin{equation}
\frac{\omega_\pm^2(x)}{\alpha}=a+\frac{b_0}{2}\pm R(x).
\label{eq:bands}
\end{equation}
Eigenvectors of $A$ that are orthogonal to each other give planes that are orthogonal to each other. For $\mathbf f'$ orthogonal to $\mathbf f$, the products $E\mathbf f'\cdot E\mathbf f$ and $E\mathbf f'\cdot SE\mathbf f=x\,\mathbf f'\cdot\mathbf f$ both vanish, and $S$ preserves scalar products. The planes can therefore be treated one at a time.

\subsection*{(d) The spectral limits}

\textit{Treat the cases left out in (c), find the frequencies that bound the spectrum, and decide their order.}

\paragraph{Solution.} Two cases remain. If $x=\pm1$, the vectors $E\mathbf f$ and $SE\mathbf f$ are parallel, and $S\mathbf e_1=\pm\mathbf e_1$. There is then a single vector in place of a plane. With $\Pi\mathbf e_1=\mathbf e_1$, equation \eqref{eq:GSP} gives the eigenvalue $a(1\pm c)$.

The other case is the set of vectors orthogonal to all $E\mathbf f$ and all $SE\mathbf f$. On this set $\Pi=0$, because it is orthogonal to the range of $\Pi$. The exchange $S$ maps the set into itself, so its vectors can be chosen with $S=+1$ or $S=-1$. The eigenvalues of $G$ are then $a(1\pm c)+b_0$. The four combinations of $S=\pm1$ with $\Pi=1$ or $\Pi=0$ define four frequencies:
\begin{align}
\omega_1^2&=\frac{\alpha}{m}(1+\cos\theta), &
\omega_2^2&=\frac{\alpha}{m}(1-\cos\theta),\label{eq:w12}\\
\omega_3^2&=\omega_1^2+\frac{4\alpha}{3M}, &
\omega_4^2&=\omega_2^2+\frac{4\alpha}{3M}.\label{eq:w34}
\end{align}

It remains to show that the frequencies of \eqref{eq:bands} lie between these values. Since $c<0$, the term $-ab_0cx=ab_0|c|x$ grows with $x$, and so does $R$. Its extreme values are
\begin{equation}
R(1)=\frac{b_0}{2}+a|c|,\qquad R(-1)=\Big|\frac{b_0}{2}-a|c|\Big| .
\end{equation}
At $x=1$ the two branches reach $a(1-|c|)$ and $a(1+|c|)+b_0$, which are $\omega_1^2/\alpha$ and $\omega_4^2/\alpha$. At $x=-1$ they reach $a(1+|c|)$ and $a(1-|c|)+b_0$, which are $\omega_2^2/\alpha$ and $\omega_3^2/\alpha$. The absolute value in $R(-1)$ decides which of these two belongs to which branch. Every non-zero frequency therefore lies in one of the two intervals
\begin{equation}
[\,\omega_1,\ \min(\omega_2,\omega_3)\,],\qquad
[\,\max(\omega_2,\omega_3),\ \omega_4\,].
\label{eq:intervals}
\end{equation}
Between them is a gap. The two intervals touch when $\omega_2=\omega_3$, that is when $2a|c|=b_0$, or
\begin{equation}
\cos\theta_{\rm c}=-\frac{2m}{3M}.
\label{eq:cross}
\end{equation}
For $\theta>\theta_{\rm c}$ the order is $\omega_1<\omega_3<\omega_2<\omega_4$. For $\theta<\theta_{\rm c}$ the two middle frequencies change places. The indices name the type of motion and do not give the order in frequency.

\section{Which limits are reached, and what they mean for silica}

The first half considered $N$ silicon and $2N$ oxygen atoms, of masses $M$ and $m$, joined by unstressed springs $\alpha$ along the Si--O bonds, with one bridging angle $\theta>90^\circ$. The bond stretches $s_b$ obey $\ddot{\mathbf s}=-\alpha G\mathbf s$ with $G=a(1+cS)+b_0(1-\Pi)$, where $a=1/m$, $b_0=4/(3M)$ and $c=\cos\theta$. Here $S$ exchanges the two stretches at an oxygen atom, and $\Pi$ averages the four at a silicon atom. The limits are $\omega_1^2=\alpha a(1+c)$, $\omega_2^2=\alpha a(1-c)$, $\omega_3^2=\omega_1^2+\alpha b_0$ and $\omega_4^2=\omega_2^2+\alpha b_0$. Modes between the limits follow from the eigenvalues $x$ of $A/4$, with $A$ the adjacency matrix of the silicon atoms. There are $5N$ modes of zero frequency.

The masses, the bridging angle and one force constant confine all non-zero frequencies to two intervals bounded by $\omega_1$ to $\omega_4$, however the tetrahedra are arranged. It remains to find which of these limits are reached, how the atoms move there, and how the results compare with silica once the neglected forces are considered.
